\section*{Why trap capture can outpace inversion density in a MOS transistor}

\section{What the dimensions allow}

A single oxide trap captures electrons from a sheet of density $n$. If each electron acts independently and the trap presents the same barrier at every bias, the mean capture time $\tau_c$ obeys $1/\tau_c=c_0n$. The coefficient $c_0$ has the dimension of area per time, and the logarithmic slope $d\ln(1/\tau_c)/d\ln n$ is one. A steeper slope needs a coefficient that depends on $n$ through a dimensionless quantity. To first order in density this can only be $n$ times an area.

Electrostatics supplies the area. The Coulomb energy of an electron at distance $d$ from a uniformly charged sheet scales as $q^2nd/\varepsilon$. Dividing by $kT$ gives $nA$, with $A\sim q^2d/(\varepsilon kT)$. A trap about a nanometre deep has $A$ of some hundreds of square nanometres, so $nA$ reaches order one at ordinary inversion densities.

There are two such areas. One comes from the potential drop between channel and trap, which the existing inversion charge sets up. The other comes from the image charge that the captured electron induces in the channel. Both lower the energy of the filled trap as $n$ rises. In the example below the drop is the larger, so the image energy in the channel is a real cause of fast capture but not the main one.

\section{The bias-dependent charging energy}

Take an oxide of thickness $t$ with a metal gate, and a trap at depth $d$ from the silicon interface. The trap is neutral when empty and holds one electron when filled. The inversion layer is a sheet at depth $z_0$ in the silicon, in equilibrium with the source. Its electrons are non-degenerate and classical, the channel is uniform, and the depletion charge $N_{\rm dep}$ is first held fixed. Here $q>0$, and all energies are electron energies.

Gauss's law gives an oxide field $q(n+N_{\rm dep})/\varepsilon_{\rm ox}$, pointing from gate to silicon. The potential energy of an electron therefore falls toward the gate. From sheet to interface its energy falls by $q^2(n+N_{\rm dep})z_0/\varepsilon_{\rm si}$, neglecting the little depletion charge in between. From interface to trap it falls by $q^2(n+N_{\rm dep})d/\varepsilon_{\rm ox}$. The part with $N_{\rm dep}$ is constant. The free energy of the filled trap, relative to the subband edge, is then
\begin{equation}
E(n)=E_{00}-nD+W(n),\qquad
D=q^2\left(\frac d{\varepsilon_{\rm ox}}+\frac{z_0}{\varepsilon_{\rm si}}\right).
\label{E}
\end{equation}
$W$ is the energy of the channel's response to the captured electron. The polarization of the gate and silicon without inversion electrons contributes $-56.9$ meV in the example, relative to a trap in unbounded oxide. It does not depend on bias and is included in $E_{00}$. The bias-dependent charging energy is $-nD+W$.

\subsection{How the layers transmit a potential}

To find $W$ we need the interaction of the trap with the sheet, and of the sheet with itself. For lateral wavevector $k$, Laplace's equation has solutions $e^{\pm kz}$ in each layer. Let $z$ point toward the gate, with the interface at $z=0$. A potential that vanishes at the gate varies as $\sinh k(t-z)$ in the oxide. The ratio of upward displacement to potential at the interface is thus $Y=\varepsilon_{\rm ox}k\coth kt$.

In the silicon above the sheet, write $\phi=a\cosh k(z+z_0)+b\sinh k(z+z_0)$. With $C=\cosh kz_0$ and $S_h=\sinh kz_0$, matching at the interface gives
\begin{align}
-\varepsilon_{\rm si}k(aS_h+bC)&=Y(aC+bS_h),\\
-\frac ba&=\frac{\varepsilon_{\rm si}kS_h+YC}{\varepsilon_{\rm si}kC+YS_h}.
\end{align}
The upward displacement at the sheet is $-\varepsilon_{\rm si}kb$, so the upward ratio is $Y_{\rm up}=-\varepsilon_{\rm si}kb/a$. Below the sheet the potential decays as $e^{kz}$, which adds $\varepsilon_{\rm si}k$. A unit source at the sheet therefore gives the sheet--sheet kernel
\begin{equation}
K(k)=\frac{q^2}{Y_{\rm up}+\varepsilon_{\rm si}k}.
\end{equation}
The potential at the interface is that at the sheet multiplied by $C+(b/a)S_h$. Since $C^2-S_h^2=1$, this equals $[C+(Y/\varepsilon_{\rm si}k)S_h]^{-1}$. Continuing through the oxide to the trap gives the trap--sheet kernel
\begin{equation}
u(k)=\frac{K(k)}{C+(Y/\varepsilon_{\rm si}k)S_h}\,
\frac{\sinh k(t-d)}{\sinh kt}.
\end{equation}
As $k\to0$, $Y\to\varepsilon_{\rm ox}/t$, and the two kernels become
\begin{equation}
K_0=q^2\left(\frac t{\varepsilon_{\rm ox}}+\frac{z_0}{\varepsilon_{\rm si}}\right),
\qquad u_0=q^2\frac{t-d}{\varepsilon_{\rm ox}}.
\end{equation}
Their difference is $K_0-u_0=D$, in agreement with Gauss's law.

\subsection{The image charge is a hole in the electron sheet}

The filled trap repels nearby electrons with energy $u(r)$. Let $m(r)$ be the density removed and $\psi(r)$ the screened repulsion. In mean field,
\begin{equation}
m=n\left(1-e^{-\psi/kT}\right),\qquad \psi=u-K*m,
\label{pb}
\end{equation}
where the star denotes lateral convolution. The missing electrons are a positive image charge of size $qN_{\rm img}$, with $N_{\rm img}=\int m\,d^2r$.

The corresponding free energy is the minimum over $m$ of
\begin{multline}
F=-\int um\,d^2r+\tfrac12\int m(K*m)\,d^2r\\
+kT\int\left[(n-m)\ln\frac{n-m}{n}+m\right]d^2r .
\label{F}
\end{multline}
The terms are the interaction energy saved, the self-energy of the hole, and the entropy cost. The interaction with the undisturbed sheet, $nu_0$, is absent because the mean potential in $E$ already contains it. Setting the variation to zero gives $-u+K*m-kT\ln[(n-m)/n]=0$, which is (\ref{pb}). Since $F=0$ for $m=0$, the minimum $W$ cannot be positive.

Its dependence on $n$ follows directly. At the minimum, a small change of $m$ costs nothing to first order, so only the explicit $n$ in (\ref{F}) counts:
\begin{align}
\frac{dW}{dn}&=kT\int\left[\ln\left(1-\frac mn\right)+\frac mn\right]d^2r\nonumber\\
&=-kT\int\left[e^{-\psi/kT}-1+\frac{\psi}{kT}\right]d^2r\le0 .
\label{dW}
\end{align}
The sign holds because $e^{-x}-1+x\ge0$ for every real $x$. In this mean-field model a denser channel thus lowers the image energy at every density, not just when the response is linear.

In the dilute limit, $\psi\to u$ and the integral in (\ref{dW}) becomes a fixed area. For the example it is 80 nm$^2$, against $D/kT=269$ nm$^2$ for the drop. These are the two areas required by the dimensional argument.

\section{The gate's share of the image charge}

Let $\tau_e$ be the mean emission time. Detailed balance sets $\tau_e/\tau_c$ equal to the ratio of filled to empty probability. That ratio is $\exp[-(E+E_1-\mu)/kT]$, where $E_1$ is the subband edge, $\mu$ is the Fermi level, and the trap degeneracy factor is taken as one. For non-degenerate electrons $e^{(\mu-E_1)/kT}=n/N$, with $N$ the effective density of the subband. Hence
\begin{equation}
\frac{\tau_e}{\tau_c}=\frac nN e^{-E/kT},\qquad
S\equiv\frac{d\ln(\tau_e/\tau_c)}{d\ln n}
=1+\frac{nD}{kT}-\frac n{kT}\frac{dW}{dn}.
\label{S}
\end{equation}

The slope can be written in terms of image charges. Integrating (\ref{pb}) gives $\int\psi\,d^2r=u_0-K_0N_{\rm img}$ and $\int(1-e^{-\psi/kT})d^2r=N_{\rm img}/n$. Equation (\ref{dW}) then reads
\begin{equation}
\frac{dW}{dn}=\frac{kT}{n}N_{\rm img}-u_0+K_0N_{\rm img}.
\end{equation}
Substitution in (\ref{S}), with $D=K_0-u_0$, cancels $u_0$:
\begin{align}
S&=1+\frac{n(K_0-u_0)}{kT}-N_{\rm img}+\frac{nu_0}{kT}
-\frac{nK_0}{kT}N_{\rm img}\nonumber\\
&=(1-N_{\rm img})\left(1+\frac{nK_0}{kT}\right).
\label{share}
\end{align}

Each factor has a physical meaning. The captured electron induces a total image charge $+q$. With the depletion charge fixed, the channel provides $qN_{\rm img}$ and the gate provides the rest, so $1-N_{\rm img}$ is the gate's share. The second factor is the price of inversion in gate voltage. Raising $\ln n$ by $d\ln n$ requires the sheet potential to rise by $(kT/q)\,d\ln n$, while the added charge $q\,dn$ pulls it down by $K_0\,dn/q$. Therefore
\begin{equation}
\frac{d(qV_G)}{d\ln n}=kT+nK_0,\qquad
\frac{d\ln(\tau_e/\tau_c)}{d(qV_G/kT)}=1-N_{\rm img}.
\label{gate}
\end{equation}
The second relation is the work done by the gate supply on the image charge at the gate. A channel that screens better takes a larger share of the image, which lowers the sensitivity per volt. But each $e$-fold of density then costs many more units of $kT/q$ in gate voltage. The product rises above one.

When the drop term dominates (\ref{S}) and $nK_0\gg kT$, the gate's share tends to $D/K_0$. For $z_0\to0$ this is the depth ratio $d/t$.

\section{From level shift to capture rate}

Detailed balance fixes only a ratio. How much of the shift speeds capture, and how much slows emission, depends on the barrier. For a trap coupled to lattice motion in the high-temperature limit, use one coordinate $Q$ and two equal parabolas:
\begin{equation}
U_{\rm empty}=\lambda Q^2,\qquad U_{\rm filled}=\lambda(Q-1)^2+E,
\end{equation}
where $\lambda$ is the reorganization energy. They cross where $0=-2\lambda Q+\lambda+E$, so $Q=(\lambda+E)/(2\lambda)$. The capture barrier and its sensitivity to the level are
\begin{equation}
B=\frac{(\lambda+E)^2}{4\lambda},\qquad
\gamma\equiv\frac{dB}{dE}=\frac12\left(1+\frac E\lambda\right).
\end{equation}
With $1/\tau_c=c_0n\,e^{-B/kT}$ and an emission barrier $B-E$,
\begin{align}
\frac{d\ln(1/\tau_c)}{d\ln n}&=1-\frac{\gamma}{kT}\frac{dE}{d\ln n}
=1+\gamma(S-1),\label{capture}\\
\frac{d\ln(1/\tau_e)}{d\ln n}&=-(1-\gamma)(S-1).
\end{align}
For $|E|<\lambda$ the shift is divided between faster capture and slower emission, nearly equally when $|E|\ll\lambda$. For $E<-\lambda$, $\gamma$ is negative in this model. A lower level then raises the capture barrier, and the explanation of superlinear capture fails.

\section{How large: a silicon n-channel example}

Take 300 K ($kT=25.85$ meV), $t=5$ nm, $d=1$ nm, $z_0=1.5$ nm, and relative permittivities 3.9 and 11.7. The depletion charge is $3\times10^{12}$ cm$^{-2}$. The choice $E_{00}=0$ makes the capture and emission times cross within the density range considered, and $\lambda=1$ eV sets the height of the barrier. These values do not describe an identified defect.

The coefficients are $D=6.960$ eV nm$^2$ and $K_0=25.52$ eV nm$^2$. At $n=10^{12}$ cm$^{-2}=0.01$ nm$^{-2}$ the drop is $-0.01\times6.960$ eV $=-69.6$ meV. The numerical solution of (\ref{pb}) gives $W=-7.5$ meV, hence $E=-77.1$ meV. Three densities show the trend:

\begin{center}
\begin{tabular}{lccc}
$n$ (cm$^{-2}$) & $10^{11}$ & $3\times10^{11}$ & $10^{12}$\\
$-nD$ (meV) & $-7.0$ & $-20.9$ & $-69.6$\\
$W$ (meV) & $-1.7$ & $-3.9$ & $-7.5$\\
gate share & 0.67 & 0.48 & 0.35\\
$S$ & 1.32 & 1.91 & 3.82\\
capture slope & 1.16 & 1.44 & 2.30\\
$\tau_e/\tau_c$ & 0.034 & 0.19 & 4.8
\end{tabular}
\end{center}

At the highest density the gate share is 0.351 and the voltage factor is 10.871, so (\ref{share}) gives $S=3.82$. Differentiating the separately computed energy gives $1+2.692+0.123=3.815$, the last two terms coming from the drop and the image. With $\gamma=0.461$, the capture slope is $1+0.461\times2.815=2.30$.

Over the whole decade of density the barrier falls from 245.7 to 212.9 meV. Capture speeds up by $10\exp(32.8/25.85)\approx36$, rather than by 10. The extra factor of 3.55 splits into 3.20 from the drop, with $W$ held at its low-density value, and 1.11 from the change in $W$.

The image energy needs the nonlinear response. At its closest point the bare repulsion is 59.9 meV, or $2.3\,kT$. Linear response would remove 1.16 times the electron density available beneath the trap, which is impossible. It gives $W=-8.1$ meV at the highest density, about 8\% larger in magnitude than the nonlinear result. Charging the trap gradually, and integrating the interaction with the removed electrons, reproduces $-7.5$ meV.

\subsection{A trap that is positive when empty}

Capture now removes a charge instead of creating one. The image energy is present before capture and lost afterwards, so its contribution to the level shift changes sign. In the dilute limit the image area is $-170$ nm$^2$, larger in magnitude than before because electrons accumulate around an attractive centre without the limit that full depletion imposes. The drop area remains $+269$ nm$^2$. In this limit $S-1$ is about $n\times99$ nm$^2$: still positive, but much smaller than the $n\times349$ nm$^2$ of the neutral trap. The gap closes as the channel screens better: $S-1$ is 0.19 against 0.32 at $10^{11}$ cm$^{-2}$, and 2.6 against 2.8 at $10^{12}$ cm$^{-2}$. These values are classical. The attractive well binds an electron of mass $0.19m_0$ by about 20 meV, and a quantum treatment reduces the dilute image area to about $-150$ nm$^2$, so $n\times99$ nm$^2$ becomes about $n\times118$ nm$^2$. This comparison concerns $\tau_e/\tau_c$; the capture rate of an attractive centre also depends on the electrons gathered around it.

\section{What the model leaves out}

The parameters are rough values for a heavily doped silicon transistor with a fairly thick gate oxide; advanced logic devices use thinner ones. The oxide field reaches 1.9 MV/cm, well below a rough breakdown field of 10 MV/cm. A rectangular-barrier estimate of tunnelling through the full oxide, with a rough 3.1 eV barrier and mass $0.4m_0$, gives a factor near $10^{-25}$.

Two assumptions matter most among those estimated here, and relaxing either one raises the speed-up. The first is the constant coefficient $c_0$. As the bias rises, the field presses the electrons against the oxide and lowers the tunnelling barrier to the trap, so the electron wave reaches the trap more strongly. A self-consistent subband, with the barrier and mass just given, raises $c_0$ by about 20\% over the decade. Applied alone, this takes the speed-up from 36 to about 43. The same subband edge, however, rises less with density than the thin sheet implies (first item in the list below). With both effects and the higher subbands included, the speed-up returns to about 36.

The second is the fixed depletion charge. With a depletion width $w=30$ nm, a rise $kT\,d\ln n$ in band bending adds about $\varepsilon_{\rm si}kT\,d\ln n/(q^2w)$ depletion charges per area. Multiplying by $D/kT$ adds to $S$
\begin{equation}
\frac{d\,\varepsilon_{\rm si}/\varepsilon_{\rm ox}+z_0}{w}
=\frac{3.0+1.5}{30}=0.15 .
\end{equation}
With $\gamma\approx0.48$, this multiplies the speed-up over the decade by $\exp(0.48\times0.15\times2.30)\approx1.18$, taking it from 36 to about 42. A width of 30 nm with this depletion charge implies doping that increases with depth. Uniform doping would give a width near 46 nm, an addition of about 0.10 and a speed-up of about 40. In either case the substrate also carries part of the image charge, so (\ref{gate}) needs a substrate term.

The other estimates, each applied separately, are smaller:
\begin{itemize}
\item A variational inversion layer raises the subband edge by 14.8 meV over the decade, against 20.9 meV for the thin sheet. The speed-up becomes 32.
\item If the sheet responds too slowly to follow the tunnelling event, its relaxation adds approximately $|W|$ to $\lambda$. The speed-up becomes 34.
\item Averaging over the thermal energies of the incoming electrons gives 33.
\item Quantum smearing changes $W$ at the highest density from $-7.5$ to $-6.9$ meV; grounding the depletion edge changes it to $-7.3$ meV.
\end{itemize}
At that density $n/N=0.24$ if only the lowest subband is counted, and degeneracy then lowers the screening strength by about 11\%. At 300 K the lowest subband holds only about two thirds of the electrons. Including the others reduces $n/N$ to about 0.16, and with it the absolute value of $\tau_e/\tau_c$ at a given $E$, but changes the speed-ups estimated above only slightly. The typical repulsion between neighbouring electrons is about $1.3\,kT$ if the gate is ignored and $0.8\,kT$ with its screening, so mean field is only a fair approximation for $W$. Correlation has not been computed. Removing the change in $W$ altogether would lower the speed-up to 32.

Real channels are also non-uniform, because dopants and other charges are discrete. If the local density at the trap is three times the average, a local uniform-sheet estimate at an average of $10^{11}$ cm$^{-2}$ gives a capture slope of 1.44 instead of 1.16. A ratio that itself changes with bias would add a further contribution.

\section{What to do with measured capture times}

Measure $\tau_c$ and $\tau_e$ over the same bias range, and obtain $n$ independently, for example from the gate-to-channel capacitance. Plot both times against $n$ on logarithmic axes. A capture slope above one does not by itself show that two electrons are needed.

The two slopes separate thermodynamics from kinetics. Their difference is $S$. For a non-degenerate channel, $S-1$ measures the level shift without any assumption about the barrier. Then $\gamma=(S_c-1)/(S-1)$, where $S_c$ is the slope of $1/\tau_c$, gives the share that reaches capture. Both steps require a single trap in equilibrium with the channel, at low drain bias. The second also takes $c_0$ as constant; any rise of $c_0$ with bias would be counted in $\gamma$.

To estimate depth, subtract the depletion and image terms from $S-1$ before equating the remainder to $nD/kT$. In the example, assigning the image term to the drop would overestimate $D$ by about 20\% at $10^{11}$ cm$^{-2}$ and 5\% at $10^{12}$ cm$^{-2}$. Since two thirds of $D$ comes from the oxide, the inferred $d$ would be too large by about 30\% and 7\%. The higher density is therefore the better place to extract depth for these parameters, provided degeneracy is included. The silicon part of $D$ should be taken from a computed subband edge, not from $q^2z_0/\varepsilon_{\rm si}$. In this example the lowest subband edge rises about 30\% more slowly than the thin sheet implies, so using the thin-sheet term makes $d$ too small by about 15\%, more than the image error at $10^{12}$ cm$^{-2}$.

In a noise model, a constant capture cross-section would miss the factor of 3.55 found here. The bias dependence belongs in $E(n)$, used in both the capture and emission barriers so that detailed balance is kept. The full set of values is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 300 K, kT 25.85 meV
oxide 5.0 nm, trap depth 1.0 nm, layer depth 1.5 nm
permittivities: oxide 3.9, silicon 11.7
reorganization energy 1.0 eV, bare level E00 0.0 eV
depletion charge 3.0e+12 cm^-2, width 30.0 nm
fixed gate+silicon polarization energy -56.9 meV
trap-electron repulsion at closest point 59.9 meV
K0 25.52 eV nm^2, drop coefficient 6.960 eV nm^2
dilute slope areas: drop 269.2 nm^2
  image, neutral-when-empty trap: +80.2 nm^2
  image, positive-when-empty trap: -170.1 nm^2
n = 1.0e+11 cm^-2:
  drop -6.96 meV, W -1.72 meV, E -8.68 meV
  image share: channel 0.334, gate 0.666
  gate cost d(qVG/kT)/dln n 1.987
  slope parts: drop 0.269, image 0.055
  slope of tau_e/tau_c 1.324, gamma 0.496
  slope of 1/tau_c 1.160, tau_e/tau_c 0.0341
  capture barrier 245.7 meV
n = 3.0e+11 cm^-2:
  drop -20.88 meV, W -3.89 meV, E -24.77 meV
  image share: channel 0.519, gate 0.481
  gate cost d(qVG/kT)/dln n 3.961
  slope parts: drop 0.808, image 0.099
  slope of tau_e/tau_c 1.907, gamma 0.488
  slope of 1/tau_c 1.442, tau_e/tau_c 0.191
  capture barrier 237.8 meV
n = 1.0e+12 cm^-2:
  drop -69.60 meV, W -7.49 meV, E -77.09 meV
  image share: channel 0.649, gate 0.351
  gate cost d(qVG/kT)/dln n 10.871
  slope parts: drop 2.692, image 0.123
  slope of tau_e/tau_c 3.815, gamma 0.461
  slope of 1/tau_c 2.299, tau_e/tau_c 4.81
  capture barrier 212.9 meV
density ratio 10.0, capture speed-up 35.5
extra factor 3.55 = drop 3.20 x image 1.109
W at top density by gradual charging -7.49 meV
linear-response W at top density -8.12 meV
linear removed density / n above trap 1.16
larger box changes W at low density by -1.07 %
quantum smearing: W becomes -6.94 meV
grounded depletion edge: W becomes -7.32 meV
layer depth, variational: 1.59 to 1.54 nm
subband rise: sheet 20.9, variational 14.8 meV
speed-up with variational subband 31.8
speed-up with slow channel response 33.6
speed-up with electron energy spread 33.4
degeneracy n/N 0.244, N 4.10e+12 cm^-2
screening factor from degeneracy 0.887
electron coupling (repulsion/kT) 1.27
oxide field 1.86 MV/cm
direct tunnelling factor exp(-57.0) = 1.7e-25
\end{verbatim}
